# Multipole coefficients from the Power–Zienau–Woolley line integrals: verification in Python

```python
"""
Multipole coefficients from the Power-Zienau-Woolley line integrals.

Result under test, for an electron of charge q = -1 at r, nucleus at origin:
  H_int = -q r.E - (q/2) r_i r_j d_j E_i - (q/6) r_i r_j r_k d_j d_k E_i
          - (q/2) L.B + (q^2/8) |r x B|^2 + higher terms,
with fields and derivatives at the origin and L = r x p.
Line integrals over 0 < s < 1:
  scalar potential  phi_m = - int ds r.E(s r)
  vector potential  A_m   = - int ds s r x B(s r)
Atomic units inside (force q(E + v x B), c = 1/alpha); output in eV, angstrom.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

HARTREE = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0] * 1e10
LIGHT = 1.0 / const.fine_structure
q = -1.0

# ---- Gauge identity, checked symbolically on a polynomial potential ----
x, y, z, s = sp.symbols('x y z s', real=True)
R = (x, y, z)


def curl(v):
    return [sp.diff(v[2], y) - sp.diff(v[1], z),
            sp.diff(v[0], z) - sp.diff(v[2], x),
            sp.diff(v[1], x) - sp.diff(v[0], y)]


def on_line(f):
    return f.subs({x: s * x, y: s * y, z: s * z}, simultaneous=True)


def integrate_line(f):
    return sp.integrate(sp.expand(f), (s, 0, 1))


A_old = [3*x**2*y - 2*y*z + x*z**2,
         x*y*z + 4*z**3 - y**2,
         2*x*y**2 + 5*x - x*y*z]
B_pol = curl(A_old)
chi = integrate_line(sum(R[i] * on_line(A_old[i]) for i in range(3)))
r_cross_B = sp.Matrix(R).cross(sp.Matrix([on_line(b) for b in B_pol]))
A_multi = [integrate_line(-s * c) for c in r_cross_B]
for i in range(3):
    assert sp.expand(A_old[i] - sp.diff(chi, R[i]) - A_multi[i]) == 0
    assert sp.expand(curl(A_multi)[i] - B_pol[i]) == 0
phi = 7 + x*y - 3*z**2*x + y**3
E_static = [-sp.diff(phi, c) for c in R]
phi_multi = integrate_line(-sum(R[i] * on_line(E_static[i]) for i in range(3)))
assert sp.expand(phi_multi - phi + phi.subs({x: 0, y: 0, z: 0})) == 0

# ---- Coefficients extracted from numerical line integrals ----
# Field: two transverse plane waves. The coordinate is scaled by a complex
# number on the unit circle, and Fourier sums give the Taylor terms.
k_vec = np.array([[0.6, -0.3, 0.5], [-0.2, 0.7, 0.4]])
e_vec = np.array([np.cross(k_vec[0], [0, 0, 1.0]),
                  np.cross(k_vec[1], [1.0, 0, 0])])
b_vec = np.cross(k_vec, e_vec) / (
    LIGHT * np.linalg.norm(k_vec, axis=1)[:, None])
phase = np.array([0.4, 1.1])
gl_x, gl_w = np.polynomial.legendre.leggauss(24)
s_node, s_weight = 0.5 * (gl_x + 1), 0.5 * gl_w


def wave(point, vectors):
    return np.cos(k_vec @ point + phase) @ vectors


def line_integrals(point):
    r_dot_E = sum(w * np.sum(point * wave(t * point, e_vec))
                  for t, w in zip(s_node, s_weight))
    A_m = -sum(w * t * np.cross(point, wave(t * point, b_vec))
               for t, w in zip(s_node, s_weight))
    return r_dot_E, A_m


r0 = np.array([0.7, 0.4, -0.5])
p0 = np.array([0.3, -0.8, 0.6])
circle = np.exp(2j * np.pi * np.arange(32) / 32)
samples = []
for lam in circle:
    r_dot_E, A_m = line_integrals(lam * r0)
    samples.append([-q * r_dot_E, -q * np.sum(p0 * A_m),
                    0.5 * q**2 * np.sum(A_m * A_m)])
samples = np.array(samples)
taylor = np.array([(samples * circle[:, None]**(-n)).mean(axis=0)
                   for n in range(4)])
assert np.max(np.abs(taylor.imag)) < 1e-12
elec, para, dia = taylor.real.T


def derivatives(vectors):
    value = np.cos(phase) @ vectors
    first = -np.einsum('w,wi,wj->ij', np.sin(phase), vectors, k_vec)
    second = -np.einsum('w,wi,wj,wk->ijk', np.cos(phase), vectors,
                        k_vec, k_vec)
    return value, first, second


E0, dE, ddE = derivatives(e_vec)
B0, dB, _ = derivatives(b_vec)
L0 = np.cross(r0, p0)
rB, rdB = np.cross(r0, B0), np.cross(r0, dB @ r0)
coefficients = {
    'electric dipole': elec[1] / (-q * r0 @ E0),
    'electric quadrupole': elec[2] / (-q * r0 @ dE @ r0),
    'electric octupole': elec[3] / (
        -q * np.einsum('ijk,i,j,k', ddE, r0, r0, r0)),
    'magnetic dipole': para[1] / (-q * L0 @ B0),
    'magnetic quadrupole': para[2] / (-q * L0 @ dB @ r0),
    'diamagnetic, leading': dia[2] / (q**2 * rB @ rB),
    'diamagnetic, next': dia[3] / (q**2 * rB @ rdB)}
derived = [1, 1/2, 1/6, 1/2, 1/3, 1/8, 1/6]
assert np.allclose(list(coefficients.values()), derived, rtol=1e-8, atol=0)

# ---- Traces: averages over a sphere isolate the low angular momenta ----
u, wu = np.polynomial.legendre.leggauss(8)
az = 2 * np.pi * np.arange(16) / 16
radius = 1.3
UU, AZ = np.meshgrid(u, az, indexing='ij')
rho = np.sqrt(1 - UU**2)
sphere = radius * np.stack([rho * np.cos(AZ), rho * np.sin(AZ), UU], axis=-1)
sphere = sphere.reshape(-1, 3)
w_sphere = np.repeat(wu / 2, 16) / 16
V_quad = -q / 2 * np.einsum('ij,ni,nj->n', dE, sphere, sphere)
V_oct = -q / 6 * np.einsum('ijk,ni,nj,nk->n', ddE, sphere, sphere, sphere)
laplace_E = np.einsum('ijj->i', ddE)
assert abs(w_sphere @ V_quad) < 1e-13 < np.max(np.abs(V_quad))
# An l = 1 coupling -(q/30) r^2 r.(laplacian E) has this first moment:
assert np.allclose((w_sphere * V_oct) @ sphere,
                   -q / 90 * radius**4 * laplace_E, atol=1e-13)


# ---- Oscillator matrices ----
def oscillator(omega, size):
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    pos = (a + a.T) / np.sqrt(2 * omega)
    mom = 1j * np.sqrt(omega / 2) * (a.T - a)
    return pos, mom, np.diag(omega * (np.arange(size) + 0.5))


# ---- Quantized field: one mode, A = g Q, dipole limit ----
size, g_mode = 22, 0.3
xm, pm, hm = oscillator(1.0, size)
Q, Pi, hf = oscillator(0.8, size)
one = np.eye(size)
free = np.kron(hm, one) + np.kron(one, hf)
H_min = free - q * g_mode * np.kron(pm, Q) + g_mode**2/2 * np.kron(one, Q @ Q)
H_no_self = free + q * g_mode * np.kron(xm, Pi)
H_mul = H_no_self + g_mode**2 / 2 * np.kron(xm @ xm, one)
ev_min, ev_mul, ev_no = [np.linalg.eigvalsh(h)[:5]
                         for h in (H_min, H_mul, H_no_self)]
assert np.allclose(ev_min, ev_mul, atol=1e-7)
assert abs(ev_no[0] - ev_min[0]) > 1e-3
shift = q * g_mode * 0.7
U = expm(-1j * shift * Q)
assert np.allclose((U @ Pi @ U.conj().T)[:6, :6],
                   (Pi + shift * one)[:6, :6], atol=1e-9)

# ---- Oscillator electron in a wave along x, polarized along z ----
wx_eV, wz_eV, field_V = 4.0, 6.0, 1.0
wx, wz = wx_eV / HARTREE, wz_eV / HARTREE
F = field_V * BOHR / HARTREE
n = 12
x1, px1, hx = oscillator(wx, n)
z1, pz1, hz = oscillator(wz, n)
I = np.eye(n)
Xo, Px = np.kron(x1, I), np.kron(px1, I)
Zo, Pz = np.kron(I, z1), np.kron(I, pz1)
Ly = Zo @ Px - Xo @ Pz


def amplitudes(final, k, omega):
    """Matrix elements from (0,0) to final for E_z = F exp(ikx - i omega t)."""
    row = final[0] * n + final[1]
    By = -k * F / omega
    ops = {'E1': -q * F * Zo,
           'E2': -q / 2 * F * 1j * k * Zo @ Xo,
           'E3': -q / 6 * F * (1j * k)**2 * Zo @ Xo @ Xo,
           'M1': -q / 2 * By * Ly,
           'M2': -q / 3 * By * 1j * k * (Ly @ Xo + Xo @ Ly) / 2}
    terms = {name: complex(op[row, 0]) for name, op in ops.items()}
    A_amp = F / (1j * omega)
    minimal = -q * A_amp * np.kron(expm(1j * k * x1), pz1)[row, 0]
    return terms, complex(minimal)


for final, order in (((0, 1), 4), ((1, 1), 3), ((2, 1), 4)):
    resonance = final[0] * wx + final[1] * wz
    errors = []
    for k in (0.08, 0.04):
        terms, minimal = amplitudes(final, k, resonance)
        errors.append(abs(sum(terms.values()) - minimal))
    assert abs(errors[0] / errors[1] / 2**order - 1) < 0.02
    terms, minimal = amplitudes(final, 0.04, 1.1 * resonance)
    assert abs(sum(terms.values()) / minimal - 1) > 0.01

w11, w01 = wx + wz, wz
t11, min11 = amplitudes((1, 1), w11 / LIGHT, w11)
t01, min01 = amplitudes((0, 1), w01 / LIGHT, w01)
assert abs(sum(t11.values()) / min11 - 1) < 1e-4
assert abs(sum(t01.values()) / min01 - 1) < 1e-8
x_sq = (x1 @ x1)[0, 0].real
k01 = w01 / LIGHT
assert np.isclose((t01['E3'] / t01['E1']).real, -k01**2 * x_sq / 6)
assert np.isclose((t01['M2'] / t01['E1']).real, -k01**2 * x_sq / 3)

# ---- Static uniform field along y: compare with a Landau gauge ----
B_static = F / LIGHT
E_dia = q**2 * B_static**2 / 8 * (Xo @ Xo + Zo @ Zo)[0, 0].real
H0 = np.kron(hx, I) + np.kron(I, hz)
levels = np.diag(H0)
M1_column = -q / 2 * B_static * Ly[:, 0]
E_para = -np.sum(np.abs(M1_column[1:])**2 / (levels[1:] - levels[0]))
H_landau = H0 + q * B_static * Xo @ Pz + B_static**2 / 2 * Xo @ Xo
E_landau = np.linalg.eigvalsh(H_landau)[0] - levels[0]
E_closed = B_static**2 / (4 * (wx + wz))
assert abs((E_dia + E_para) / E_landau - 1) < 1e-5
assert abs(E_closed / E_landau - 1) < 1e-5

# ---- Line integral at one point in a short wave ----
photon_eV, x_A, z_A, ph = 1000.0, 0.5, 0.5, np.pi / 4
k_A = photon_eV / HARTREE / LIGHT / BOHR
kx = k_A * x_A
full = -q * z_A * field_V * (s_weight @ np.cos(kx * s_node + ph))
dip = -q * z_A * field_V * np.cos(ph)
quad = q / 2 * z_A * field_V * kx * np.sin(ph)
octu = q / 6 * z_A * field_V * kx**2 * np.cos(ph)
assert abs(full - dip - quad - octu) < kx**3 / 24 * z_A * field_V

# ---- Output ----
print('Coefficients extracted from the line integrals')
for name, value in coefficients.items():
    print(f'  {name}: {value:.8f}')
print('(a) One point in a short wave')
print(f'  photon energy: {photon_eV:.0f} eV')
print(f'  field amplitude: {field_V:.1f} V/angstrom')
print(f'  phase: {np.degrees(ph):.0f} degrees')
print(f'  x, z: {x_A:.1f}, {z_A:.1f} angstrom')
print(f'  k: {k_A:.5f} 1/angstrom;  kx: {kx:.5f}')
print(f'  dipole: {dip:.6f} eV')
print(f'  quadrupole: {quad:.6f} eV')
print(f'  octupole: {octu:.6f} eV')
print(f'  sum of three: {dip + quad + octu:.6f} eV')
print(f'  full line integral: {full:.6f} eV')
print(f'  full minus sum: {full - dip - quad - octu:.6f} eV')
print('(b) Oscillator electron, wave amplitude as in (a)')
print(f'  quanta along x, z: {wx_eV:.0f}, {wz_eV:.0f} eV')
print(f'  <1|x|0>: {x1[1, 0] * BOHR:.5f} angstrom')
print(f'  <1|z|0>: {z1[1, 0] * BOHR:.5f} angstrom')
print(f' (0,0)->(1,1), photon {w11 * HARTREE:.0f} eV, imaginary parts')
print(f'  k: {w11 / LIGHT / BOHR:.6f} 1/angstrom')
print(f'  electric quadrupole: {t11["E2"].imag * HARTREE:.6e} eV')
print(f'  magnetic dipole: {t11["M1"].imag * HARTREE:.6e} eV')
print(f'  sum: {(t11["E2"] + t11["M1"]).imag * HARTREE:.6e} eV')
print(f'  minimal coupling: {min11.imag * HARTREE:.6e} eV')
print(f' (0,0)->(0,1), photon {w01 * HARTREE:.0f} eV, real parts')
print(f'  k: {k01 / BOHR:.6f} 1/angstrom')
print(f'  electric dipole: {t01["E1"].real * HARTREE:.9f} eV')
print(f'  electric octupole: {t01["E3"].real * HARTREE:.4e} eV')
print(f'  magnetic quadrupole: {t01["M2"].real * HARTREE:.4e} eV')
print(f'  sum: {sum(t01.values()).real * HARTREE:.9f} eV')
print(f'  minimal coupling: {min01.real * HARTREE:.9f} eV')
print(f'(c) Static field, cB = {field_V:.1f} V/angstrom')
print(f'  diamagnetic energy: {E_dia * HARTREE:.5e} eV')
print(f'  second-order magnetic dipole: {E_para * HARTREE:.5e} eV')
print(f'  sum: {(E_dia + E_para) * HARTREE:.5e} eV')
print(f'  Landau-gauge diagonalization: {E_landau * HARTREE:.5e} eV')
print(f'  closed form: {E_closed * HARTREE:.5e} eV')
print('tests ok')
```

Printed output:

```
Coefficients extracted from the line integrals
  electric dipole: 1.00000000
  electric quadrupole: 0.50000000
  electric octupole: 0.16666667
  magnetic dipole: 0.50000000
  magnetic quadrupole: 0.33333333
  diamagnetic, leading: 0.12500000
  diamagnetic, next: 0.16666667
(a) One point in a short wave
  photon energy: 1000 eV
  field amplitude: 1.0 V/angstrom
  phase: 45 degrees
  x, z: 0.5, 0.5 angstrom
  k: 0.50677 1/angstrom;  kx: 0.25339
  dipole: 0.353553 eV
  quadrupole: -0.044793 eV
  octupole: -0.003783 eV
  sum of three: 0.304977 eV
  full line integral: 0.305229 eV
  full minus sum: 0.000251 eV
(b) Oscillator electron, wave amplitude as in (a)
  quanta along x, z: 4, 6 eV
  <1|x|0>: 0.97596 angstrom
  <1|z|0>: 0.79687 angstrom
 (0,0)->(1,1), photon 10 eV, imaginary parts
  k: 0.005068 1/angstrom
  electric quadrupole: 1.970611e-03 eV
  magnetic dipole: 3.941222e-04 eV
  sum: 2.364733e-03 eV
  minimal coupling: 2.364704e-03 eV
 (0,0)->(0,1), photon 6 eV, real parts
  k: 0.003041 1/angstrom
  electric dipole: 0.796867002 eV
  electric octupole: -1.1696e-06 eV
  magnetic quadrupole: -2.3391e-06 eV
  sum: 0.796863493 eV
  minimal coupling: 0.796863493 eV
(c) Static field, cB = 1.0 V/angstrom
  diamagnetic energy: 3.88331e-07 eV
  second-order magnetic dipole: -1.55332e-08 eV
  sum: 3.72797e-07 eV
  Landau-gauge diagonalization: 3.72797e-07 eV
  closed form: 3.72797e-07 eV
tests ok
```
